# Dopant Diffusion at 1000 °C with a 0.1 eV Barrier Error

**Question.** The activation energy used to predict dopant diffusion during an anneal at 1000 °C is wrong by 0.1 eV, while the prefactor is held fixed. By what factors do the predicted diffusivity and diffusion length change, and how much of that change appears in an implanted profile?

**Answer.** The energy error must be compared with the thermal energy $kT$, not with the activation energy itself. An error of 0.1 eV is a small fraction of a barrier of several electronvolts, but at 1000 °C it is nearly as large as $kT$. To see why this comparison matters, start with the law for the diffusivity,

$$
D(E,T)=D_0e^{-E/kT}.
$$

Here $E$ is the activation energy, $T$ the absolute temperature, $k$ Boltzmann's constant and $D_0$ the prefactor.

### Where the exponential comes from

Consider a dopant atom vibrating in a harmonic well with frequency $\nu=\omega/2\pi$. Its energy along the direction of a hop is

$$
\varepsilon=\frac{p^2}{2m}+\frac{m\omega^2x^2}{2}.
$$

In the plane of $x$ and $p$, the curve of constant energy is an ellipse with semi-axes $\sqrt{2\varepsilon/(m\omega^2)}$ and $\sqrt{2m\varepsilon}$. Its area is $\pi$ times their product, or $2\pi\varepsilon/\omega$. Equal energy intervals therefore contain equal areas of phase space. With the Boltzmann weight $e^{-\varepsilon/kT}$, the fraction of the thermal distribution above a barrier $E$ is

$$
\frac{\int_E^\infty e^{-\varepsilon/kT}\,d\varepsilon}
{\int_0^\infty e^{-\varepsilon/kT}\,d\varepsilon}
=\frac{kT\,e^{-E/kT}}{kT}=e^{-E/kT}.
$$

An oscillation with enough energy reaches the right-hand barrier once per period. If every such crossing ends in the next well, the hop rate to the right is

$$
\Gamma=\nu e^{-E/kT}.
$$

The rate to the left is the same by symmetry. This is a classical model with one hop coordinate and $E\gg kT$, so that the well stays close to thermal equilibrium.

Many dopants move with the help of a point defect. If the probability of having the defect nearby varies as $e^{-E_f/kT}$ and the subsequent hop rate as $e^{-E_m/kT}$, the product varies as $e^{-(E_f+E_m)/kT}$. The activation energy in $D$ is then the sum $E_f+E_m$, and for diffusion with the defects in equilibrium an error in either part acts in the same way.

### From hop rate to diffusion length

Let each hop have length $a$ along the depth axis. In a short time $dt$, the atom moves by $+a$ with probability $\Gamma dt$ and by $-a$ with the same probability. The mean displacement is zero, and the mean square displacement is $2\Gamma a^2dt$. Successive hops are taken as independent, so these contributions add:

$$
\langle x^2\rangle=2\Gamma a^2t.
$$

The diffusion equation $\partial C/\partial t=D\,\partial^2C/\partial x^2$ gives another expression for the same spread. For a profile normalized to one and vanishing far away, multiply by $x^2$ and integrate by parts twice:

$$
\frac{d\langle x^2\rangle}{dt}
=D\int x^2\frac{\partial^2C}{\partial x^2}\,dx
=2D\int C\,dx=2D.
$$

Thus $\langle x^2\rangle=2Dt$ for a point source, and comparison gives $D=\Gamma a^2=a^2\nu e^{-E/kT}$. In this model $D_0=a^2\nu$, and a fixed prefactor means that the hop length and the attempt frequency do not change with the barrier. With $a=0.136$ nm, the projection of the 0.235 nm silicon bond on a $\langle100\rangle$ depth axis, and $\nu=10^{13}$ Hz, this gives only about 0.002 cm²/s, or 0.004 cm²/s when the two neighbours on each side in the diamond lattice are counted. The model therefore does not explain the much larger boron prefactor used below, which is an empirical value. It leaves out, for example, the entropies of defect formation and migration, which can raise $D_0$. The ratios derived next need only a fixed $D_0$, whatever its origin.

I define the diffusion length as $L=\sqrt{Dt}$. Defining it as $2\sqrt{Dt}$ instead would change its value but not the ratio between two anneals of equal duration.

### The size of the change

Let the barrier be lowered by $\delta>0$. At fixed $D_0$ and $T$,

$$
R=\frac{D(E-\delta,T)}{D(E,T)}
=\frac{D_0e^{-(E-\delta)/kT}}{D_0e^{-E/kT}}
=e^{\delta/kT}.
$$

The prefactor and the original barrier both cancel. At fixed time, the length ratio is

$$
\frac{L(E-\delta)}{L(E)}=\sqrt{R}=e^{\delta/2kT}.
$$

The absolute temperature is 1273.15 K, so

$$
kT=(8.617\times10^{-5}\ \mathrm{eV/K})(1273.15\ \mathrm K)
=0.1097\ \mathrm{eV}.
$$

For $\delta=0.10$ eV, $\delta/kT=0.9115$, and therefore

$$
R=e^{0.9115}=2.49,\qquad \sqrt R=1.58.
$$

The diffusivity changes by a factor of about 2.5 and the diffusion length by about 1.6. A barrier that is too low makes both predictions too large by these factors. One that is too high multiplies them by 0.40 and 0.63 instead. The two errors are symmetric as factors but not as percentages: $D$ rises by 149% in one case and falls by 60% in the other.

A first-order expansion would give $R\simeq1+\delta/kT=1.91$, which is 23% below the full ratio. The expansion requires $\delta\ll kT$, and that condition fails here.

The chain from barrier to spread was also tested numerically. Integration over phase space for barriers of 3.5 and 3.4 eV gave a hop-rate ratio of 2.488. These rates were then used for hopping from a point source, with 30 expected hops to each side at the slower rate. The ratio of the root-mean-square spreads was 1.577, in agreement with $e^{\delta/2kT}$.

### How the factor scales

Because $\ln R=\delta/kT$, energy errors multiply the diffusivity. Doubling the error to 0.2 eV squares the factor, giving $2.488^2=6.2$. Halving it to 0.05 eV gives $\sqrt{2.488}=1.58$. To keep the diffusivity within a factor of 1.1 at 1000 °C, the barrier error must be no larger than $kT\ln1.1\simeq0.010$ eV, again with fixed $D_0$.

The same 0.1 eV changes $D$ by a larger factor in a cooler anneal. It changes $D$ by a factor of 2.95 at 800 °C and 2.20 at 1200 °C. The corresponding length factors are 1.72 and 1.48. A larger factor need not mean a larger visible effect: for the boron implant below, 600 s of equilibrium diffusion at 800 °C barely widens the profile, and the two final widths differ by only 0.2%. In the limit $kT\gg\delta$ both ratios approach one; in the opposite limit they grow exponentially with $1/T$.

The energy error can also be read as a temperature error. Raising the temperature to $T'$ has the same effect on $D$ as lowering the barrier when $E/T'=(E-\delta)/T$, or

$$
T'-T=T\frac{\delta}{E-\delta}.
$$

For $E=3.5$ eV, this is $1273\times0.1/3.4\simeq37$ K. A furnace offset of 10 K is less serious but not negligible: it raises $D$ by a factor of 1.28, equivalent to a barrier error of 0.027 eV.

### An implanted boron profile

Take boron in silicon with the round, rough typical values $D_0=1.0$ cm²/s and $E=3.5$ eV, annealed for 600 s at 1000 °C. The diffusivity is

$$
D=1.0\,e^{-3.5/0.10971}\ \mathrm{cm^2/s}
=1.40\times10^{-14}\ \mathrm{cm^2/s}.
$$

Since 1 cm² is $10^{14}$ nm², this equals 1.397 nm²/s. Thus $Dt=1.397\times600=838$ nm² and $L=29.0$ nm. With a barrier of 3.4 eV, $D=3.48\times10^{-14}$ cm²/s, $Dt=3.476\times600=2086$ nm² and $L=45.7$ nm.

An implanted profile already has a width before the anneal. Let it be a Gaussian with mean depth $R_p=200$ nm and standard deviation $\sigma_0=50$ nm. The initial position and the later displacement are independent, so their variances add:

$$
\sigma^2=\sigma_0^2+2Dt.
$$

After many small hops the displacement is itself Gaussian, and the sum of two independent Gaussian variables is Gaussian. The profile therefore keeps its shape, provided that $D$ is uniform and the surface is far enough away. The two final widths are

$$
\begin{aligned}
\sigma_{3.5}&=\sqrt{2500+2(838)}=64.6\ \mathrm{nm},\\
\sigma_{3.4}&=\sqrt{2500+2(2086)}=81.7\ \mathrm{nm}.
\end{aligned}
$$

Their ratio is 1.26, not 1.58, because the initial variance is the same in both cases. In general the width ratio is

$$
\sqrt{\frac{\sigma_0^2+2RDt}{\sigma_0^2+2Dt}}.
$$

It approaches $\sqrt R$ for a long anneal with $2Dt\gg\sigma_0^2$. For a short anneal with $2RDt\ll\sigma_0^2$, it approaches $1+(R-1)Dt/\sigma_0^2$, and the barrier error is almost hidden by the implantation width.

The junction is the depth at which the boron concentration equals the opposite background doping $C_B$. For an implanted dose $Q$, the peak concentration is $C_p=Q/(\sqrt{2\pi}\,\sigma)$. Setting the profile equal to $C_B$ gives

$$
C_pe^{-(x_j-R_p)^2/2\sigma^2}=C_B.
$$

Taking the logarithm and choosing the deeper root,

$$
x_j=R_p+\sigma\sqrt{2\ln(C_p/C_B)}.
$$

With $Q=2.0\times10^{13}$ cm⁻² and $C_B=1.0\times10^{16}$ cm⁻³, the peaks are $1.235\times10^{18}$ and $9.77\times10^{17}$ cm⁻³ for the higher and lower barriers. Hence

$$
\begin{aligned}
x_{j,3.5}&=200+64.6\sqrt{2\ln123.5}\simeq401\ \mathrm{nm},\\
x_{j,3.4}&=200+81.7\sqrt{2\ln97.7}\simeq447\ \mathrm{nm}.
\end{aligned}
$$

The junction moves by about 47 nm, a factor of 1.12. The mean depth does not change, and the lower peak of the broader profile slightly reduces the logarithm. A small relative change in junction depth can therefore conceal a large error in $D$.

### When the prefactor is refitted

The factor 2.5 depends on keeping $D_0$ fixed. Suppose instead that $D$ is known at a reference temperature $T_r$, and that the prefactor is adjusted to preserve that value when the barrier is lowered. The new prefactor $D_0'$ must satisfy

$$
D_0'e^{-(E-\delta)/kT_r}=D_0e^{-E/kT_r},
$$

which gives $D_0'=D_0e^{-\delta/kT_r}$. At the anneal temperature the diffusivity ratio becomes

$$
\frac{D_0'e^{-(E-\delta)/kT}}{D_0e^{-E/kT}}
=\exp\left[\delta\left(\frac1{kT}-\frac1{kT_r}\right)\right].
$$

For $T_r$ corresponding to 1100 °C, the prefactor falls from 1.0 to 0.430 cm²/s. The ratio at 1000 °C is then $0.430\times2.488\simeq1.07$. An error of 0.1 eV now changes $D$ by 7% and $L$ by about 3%. Errors in a fitted barrier and its prefactor should therefore be propagated together.

### What a real anneal adds

The chosen barrier and prefactor are of the usual size for boron in silicon, but a depth of 200 nm and an anneal of 10 min describe a fairly deep junction; shallow transistor junctions use lower implant energies and much shorter anneals. One assumption that fails in practice is that $D$ has its equilibrium value from the start. Implantation leaves excess silicon interstitials, which speed up boron diffusion until they disappear. For the present numbers, the estimate below makes this equivalent to about 80 s of extra annealing and lengthens $L$ by about 6%.

To obtain that estimate, assume one excess interstitial per implanted ion, released at depth $R_p$ and removed at the surface. Let $c$ be their excess concentration, $D_I$ their diffusivity and $S(x)=\int_0^\infty c\,dt$. Integrating their diffusion equation over time, from the initial sheet of $Q$ interstitials to none, gives

$$
D_I\frac{d^2S}{dx^2}=-Q\,\delta_{\mathrm D}(x-R_p),\qquad S(0)=0,
$$

where $\delta_{\mathrm D}$ is the Dirac delta function. The solution that remains bounded at large depth is flat beyond $R_p$. The jump in slope at $R_p$ then requires a slope $Q/D_I$ between the surface and $R_p$, so $S(R_p)=QR_p/D_I$.

If boron moves by means of interstitials, its diffusivity is multiplied by their concentration divided by the equilibrium value $C_I^*$. The excess adds $DS/C_I^*$ to $Dt$, which is an extra time $S/C_I^*$. If silicon self-diffusion is also carried by interstitials, and correlation between hops is ignored, $D_IC_I^*=N_{\mathrm{Si}}D_{\mathrm{self}}$. With the rough values $N_{\mathrm{Si}}=5\times10^{22}$ cm⁻³ and $D_{\mathrm{self}}=10^{-16}$ cm²/s,

$$
t_{\mathrm{extra}}=\frac{QR_p}{N_{\mathrm{Si}}D_{\mathrm{self}}}
=\frac{(2\times10^{13})(2\times10^{-5})}{(5\times10^{22})(10^{-16})}\ \mathrm s
=80\ \mathrm s.
$$

The length factor is $\sqrt{680/600}=1.065$. Halving $D_{\mathrm{self}}$ would double the extra time, so this is an estimate of size. For the sheet source it applies at $R_p$ and deeper; nearer the surface, $S$ and the extra time fall in proportion to depth. If the interstitials are spread like the implant, $S$ is about 10% lower at $R_p$ and reaches the full value near 300 nm. The estimate is specific to 1000 °C. Silicon self-diffusion has an activation energy near 4.75 eV, so the same formula gives an extra time of order $10^5$ s at 800 °C. There the transient rather than the equilibrium $D$ sets the spreading, and interstitials released during the temperature ramp move boron further than estimated here. The estimate also assumes that all the interstitials are released and removed during the anneal. If their properties are held fixed while boron's barrier changes, both diffusivities gain the same factor and $R$ is unchanged. If instead the error lies in the interstitial formation energy, $C_I^*$ rises together with $D$, the transient part $DS/C_I^*$ does not change, and the ratio of $Dt$ falls to $(600R+80)/680=2.31$.

High doping also has a modest effect here. For fully ionized boron of concentration $N$, charge neutrality reads $p-n_i^2/p=N$, where $p$ is the hole density and $n_i$ the intrinsic carrier density. With a rough $n_i=10^{19}$ cm⁻³ and the initial peak $N=1.6\times10^{18}$ cm⁻³, $p/n_i=1.083$. If boron's diffusivity has a constant part and a part proportional to $p/n_i$, its increase is at most 8%.

The holes also create an electric field that pushes the negative boron ions outward. Zero hole current requires a field $(kT/q)\,d\ln p/dx$, where $q$ is the elementary charge. The resulting boron drift flux is $-DN\,d\ln p/dx$, in the same direction as its diffusion flux $-D\,dN/dx$. Differentiating the neutrality condition in the form $p^2-Np-n_i^2=0$ gives $dp/dN=p/(2p-N)$, so the field multiplies $D$ by $1+N/(2p-N)\simeq1.08$. Together, the two doping effects raise $D$ by at most about 17% for this $n_i$, and less away from the initial peak. The value $10^{19}$ cm⁻³ is on the high side. With the commonly used $n_i\approx7\times10^{18}$ cm⁻³ the two factors become 1.12 and 1.11, or about 24% together, and the junction depths move by less than 2 nm.

The surface matters little for these junctions. The free Gaussian would place 0.10% of the dose outside the crystal for the higher barrier and 0.72% for the lower one. Numerical diffusion on a 2 nm grid with a reflecting surface reproduced both junction depths to within 0.3 nm. The numerical output below gives the remaining values.

## Table of computed values

```
Temperature: 1000 C = 1273.15 K
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kT: 0.10971 eV
Energy error delta: 0.10 eV
delta/kT: 0.9115
Diffusivity ratio, barrier lowered: 2.488
Diffusivity ratio, barrier raised: 0.402
Length ratio, barrier lowered: 1.577
Length ratio, barrier raised: 0.634
Linear estimate 1 + delta/kT: 1.911
Diffusivity ratio at 800 C: 2.949
Diffusivity ratio at 1200 C: 2.198
Phase-space fraction above 3.5 eV: 1.3970e-14
Ratio of phase-space fractions: 2.4880
Ratio of hopping spreads: 1.5773
Prefactor D0: 1.0 cm2/s
Anneal time: 600 s
Dose: 2.0e+13 cm-2; background: 1.0e+16 cm-3
Mean depth: 200 nm; initial sigma: 50 nm
E = 3.5 eV: D = 1.397e-14 cm2/s
  = 1.397 nm2/s
  sqrt(Dt) = 29.0 nm
  final sigma = 64.6 nm
  peak = 1.235e+18 cm-3
  junction depth = 400.6 nm
  Gaussian outside surface = 0.10 %
E = 3.4 eV: D = 3.476e-14 cm2/s
  = 3.476 nm2/s
  sqrt(Dt) = 45.7 nm
  final sigma = 81.7 nm
  peak = 9.769e+17 cm-3
  junction depth = 447.2 nm
  Gaussian outside surface = 0.72 %
Implanted-profile width ratio: 1.264
Junction-depth ratio: 1.117
Refit reference temperature: 1100 C
Refitted prefactor: 0.430 cm2/s
Diffusivity ratio after refit: 1.069
D ratio for +10 K furnace error: 1.282
Equivalent energy error: 0.0273 eV
Rough intrinsic density: 1.0e+19 cm-3
Initial peak boron density: 1.596e+18 cm-3
Hole ratio p/ni at initial peak: 1.083
Rough Si density: 5.0e+22 cm-3
Rough Si self-diffusivity: 1.0e-16 cm2/s
Extra time from implant damage: 80 s
Length factor from implant damage: 1.065
```
